# Recovering the primary photoelectron spectrum from a uniform half-space by one convolution

Let electrons be emitted uniformly throughout a half-space and travel to the surface along straight lines, losing energy in independent inelastic collisions. If $J(E)$ is the spectrum that leaves the solid, with every multiple loss included, the spectrum $F(E)$ with which the electrons were emitted is

$$
F(E)=\frac{1}{\lambda\cos\theta}\left[J(E)-\int_E^\infty k(E'-E)\,J(E')\,dE'\right]. \tag{1}
$$

Here $\lambda$ is the inelastic mean free path, $\theta$ is the emission angle measured from the surface normal, and $k(T)$ is the probability density of the energy loss $T>0$ in one collision, so that $\int_0^\infty k\,dT=1$. Both $\lambda$ and $k$ are taken as constant over the energy window. The integral contains the measured spectrum, not the primary one, and for this reason a single convolution removes all orders of loss.

The primary spectrum $F$ is counted per unit energy and per unit depth, for a fixed area of surface and a fixed solid angle of the analyser. It includes whatever happens in the emission itself, such as line asymmetry and shake-up satellites. Equation (1) removes the losses suffered in transport and leaves these intrinsic features in place.

An electron from depth $z$ travels the path $R=z/\cos\theta$ before it escapes. Let $\phi(E,R)$ be the spectrum, per unit depth of source, after path $R$, with $\phi(E,0)=F(E)$. Adding the contributions of all depths, with $dz=\cos\theta\,dR$, gives

$$
J(E)=\int_0^\infty \phi(E,z/\cos\theta)\,dz=\cos\theta\int_0^\infty\phi(E,R)\,dR . \tag{2}
$$

The factor $\cos\theta$ belongs to a fixed surface area. If the analyser accepts an area that grows as $1/\cos\theta$, that growth enters $F$ and cancels the factor in the count rate.

In a short path $dR$ a fraction $dR/\lambda$ of the electrons at energy $E$ collides and leaves that energy. Electrons at $E+T$ arrive at $E$ by losing $T$. With the notation

$$
(k*y)(E)=\int_0^\infty k(T)\,y(E+T)\,dT=\int_E^\infty k(E'-E)\,y(E')\,dE',
$$

the balance of departures and arrivals is

$$
\frac{\partial\phi}{\partial R}=\frac{1}{\lambda}\left(-\phi+k*\phi\right). \tag{3}
$$

To display the separate loss orders, write $\phi=e^{-R/\lambda}\chi$. The derivative of the exponential cancels the departure term, and $\partial\chi/\partial R=(k*\chi)/\lambda$ remains, with $\chi=F$ at $R=0$. Integrating repeatedly from $R=0$ gives first $F$, then $(R/\lambda)\,k*F$, then $(R/\lambda)^2k*k*F/2$, and so on. Denoting $n$ successive convolutions by $k^{*n}$, with $k^{*0}*F=F$, we have

$$
\phi(E,R)=\sum_{n=0}^\infty P_n(R)\,(k^{*n}*F)(E),\qquad
P_n(R)=\frac{1}{n!}\left(\frac{R}{\lambda}\right)^n e^{-R/\lambda}. \tag{4}
$$

The weight $P_n$ is the Poisson probability of exactly $n$ collisions on the path $R$. A deep emitter favours many collisions and a shallow one favours few. Summed over all depths these preferences balance: with $u=R/\lambda$,

$$
\int_0^\infty P_n(R)\,dR=\frac{\lambda}{n!}\int_0^\infty u^n e^{-u}\,du=\lambda
\quad\text{for every } n. \tag{5}
$$

Insertion of (4) and (5) in (2) gives

$$
J=\lambda\cos\theta\left(F+k*F+k*k*F+\cdots\right). \tag{6}
$$

One further convolution with $k$ raises each term by one order:

$$
k*J=\lambda\cos\theta\left(k*F+k*k*F+\cdots\right).
$$

The second series is the first without its leading term. Their difference is therefore $J-k*J=\lambda\cos\theta\,F$, which is (1).

This subtraction of two infinite series needs a justification, because each $k^{*n}*F$ has the same area as $F$ and the total area of (6) diverges. What saves the argument is that losses go one way. Choose an energy $E_{\rm top}$ above all electrons in the spectrum, put $x=E_{\rm top}-E$, and measure a spectrum by the weighted norm

$$
\|y\|=\int_0^\infty e^{-px}|y|\,dx,\qquad p>0.
$$

A loss $T$ moves intensity from $x$ to $x+T$ and multiplies its weight by $e^{-pT}$. Hence

$$
\|k*y\|\le q\,\|y\|,\qquad q=\int_0^\infty k(T)e^{-pT}\,dT<1 .
$$

The last inequality holds because $T>0$ and $k$ has unit area. The terms of (6) thus decrease at least as fast as $q^n$ in this norm. Their sum converges, and the remainder after order $N$ is at most $\lambda\cos\theta\,\|F\|\,q^{N+1}/(1-q)$. On a finite window the weight is bounded below, so the series converges there in the ordinary integrated sense too. The same inequality gives uniqueness: if two spectra of finite norm belonged to one $F$, their difference $D$ would obey $D=k*D$, hence $\|D\|\le q\|D\|$, which forces $D=0$.

There is also a route that does not count collisions. From (4), $\|\phi(R)\|\le e^{-(1-q)R/\lambda}\|F\|$, so $\phi$ vanishes in this norm at large $R$. Integrating (3) over all $R$ then gives

$$
-F=\frac{1}{\lambda}\left(-\int_0^\infty\phi\,dR+k*\int_0^\infty\phi\,dR\right)
=\frac{-J+k*J}{\lambda\cos\theta}, \tag{7}
$$

which is (1) again. The left side is the change of $\phi$ between the start and the end of the path. Uniform emission matters because it gives every path length the same weight, and the integral of a derivative then leaves nothing but the starting value.

This route also shows what happens when the mean free path varies with energy. Suppose that the shape $k(T)$ stays the same. Electrons at $E'$ then collide at the rate $1/\lambda(E')$ per unit path, and $\phi/\lambda$ takes the place of $\phi$ on the right of (3). Integration gives

$$
F=\frac{1}{\cos\theta}\left[\frac{J}{\lambda}-k*\frac{J}{\lambda}\right]. \tag{8}
$$

One convolution still suffices, but $J$ must first be divided by $\lambda(E)$. When $\lambda$ is constant it is a common factor: an error in its value changes the scale of $F$ and not its shape.

Equation (1) uses the spectrum at energies above $E$ and needs no data below it. The record must, however, begin above every electron that feeds the window. If it begins at $E_{\rm top}$ while another line lies higher, the part of the integral beyond $E_{\rm top}$ is missing, and the calculation returns

$$
F(E)+\frac{1}{\lambda\cos\theta}\int_{E_{\rm top}}^\infty k(E'-E)J(E')\,dE' .
$$

The extra term comes from electrons whose last loss brought them to $E$ directly from above $E_{\rm top}$. It must be estimated separately, or the record must be extended upwards.

For numbers we take the shape of the universal loss function, a smooth form used for transition metals, and scale it to unit area:

$$
k(T)=\frac{2CT}{(C+T^2)^2},\qquad
\int_T^\infty k(T')\,dT'=\frac{C}{C+T^2}, \tag{9}
$$

with $C=1643\ \mathrm{eV^2}$. The second expression equals 1 at $T=0$, so the area is correct. The published function has the prefactor $2866\ \mathrm{eV^2}$ in place of $2C=3286\ \mathrm{eV^2}$, which gives an area of only 0.87; with that prefactor (1) would subtract too little in the present model. Setting $dk/dT=0$ gives $C+T^2=4T^2$, hence a most probable loss $\sqrt{C/3}=23.4$ eV. The mean loss is the integral of the second expression over $T$, namely $\langle T\rangle=\pi\sqrt C/2=63.7$ eV.

Two limits show the form of the background. For losses small compared with $\sqrt C$, $k\simeq a^2T$ with $a=\sqrt{2/C}$. The next term of the expansion is $k\simeq a^2T(1-a^2T^2)$, and one convolution of the linear function with itself gives $k*k\simeq a^4T^3/6$. Higher orders begin with $T^5$, so that

$$
\sum_{n\ge1}k^{*n}(T)\simeq a^2T\left(1-a^2T^2+\frac{a^2T^2}{6}\right). \tag{10}
$$

Just below a line the background thus rises linearly, with slope $2/C$ times the line's area in $J$. Multiple losses first appear as a correction of relative size $a^2T^2/6$. The bending of $k$ itself is six times larger and of opposite sign, so the background soon falls below the straight line.

Far below a line of area $A=\int F\,dE$, the background tends to a constant. To find it, integrate $J-k*J=\lambda\cos\theta\,F$ from $x=0$ to a large $X$. Intensity at $x'$ contributes to the integral of $k*J$ if its next loss is less than $X-x'$. What remains of the difference is the part whose next loss is larger:

$$
\int_0^X J(x')\left[\int_{X-x'}^\infty k(T)\,dT\right]dx'=\lambda\cos\theta\,A .
$$

For a smooth loss density such as (9), the renewal theorem guarantees that $J$ has a limit $J_\infty$. The square bracket, integrated over its argument, gives $\langle T\rangle$, and so

$$
J_\infty=\frac{\lambda\cos\theta\,A}{\langle T\rangle}. \tag{11}
$$

This limit belongs to the constant-$\lambda$ model. It is approached only over losses of many times $\langle T\rangle$, and over so wide a range $\lambda$ and $k$ cannot be expected to stay constant.

The example resembles the Fe 2p doublet of metallic iron excited by Al K$\alpha$ radiation. The lines are placed at kinetic energies of 780 and 767 eV, with shares 2/3 and 1/3 of the intensity. Each is a Gaussian of standard deviation 0.5 eV with an exponential tail of mean 1 eV towards lower energy. We take $\lambda=1.4$ nm and $\theta=30^\circ$, so $\lambda\cos\theta=1.2124$ nm, and choose a source of $A=1000$ counts per nm of depth. The spectrum $J$ was computed by following (3) step by step in path length and integrating over depth as in (2), without use of (1) or (6). The subtraction then gives these values:

| $E$ (eV) | $J$ (counts/eV) | $k*J$ (counts/eV) | $F$ (counts/eV/nm) |
|---|---|---|---|
| 780 | 282.64 | 0.05 | 233.08 |
| 773 | 6.51 | 5.68 | 0.69 |
| 766 | 168.30 | 11.09 | 129.67 |
| 750 | 21.68 | 21.68 | 0.00 |
| 720 | 22.85 | 22.85 | 0.00 |

At 766 eV, for instance, $(168.30-11.09)/1.2124=129.67$. The largest difference between recovered and original $F$ is $1.5\times10^{-6}$ of the peak value. The signal left at 773 eV is the tail of the upper line, which the subtraction rightly keeps.

The background at 773 eV also illustrates (10). The upper line has area $1.2124\times666.7=808.3$ counts in $J$, and its mean energy is 779 eV because of the tail. With $T=6$ eV the linear law gives $808.3\times2\times6/1643=5.9$ counts/eV, against 5.68 in the table. The linear form overestimates $k$ by the factor $(1+T^2/C)^2=1.04$, which is about the size of the difference; multiple losses, which add a little under 1%, act the other way.

At 720 eV single losses supply 45% of $J$, double losses 42%, triple losses 11% and fourfold losses 1.3%. Removing the single losses alone would leave more than half of the background. Equation (11) gives $1.2124\times1000/63.67=19.0$ counts/eV. The computed background is still 20% above this at 720 eV and 14% above it at 680 eV.

For quantification the area is what counts. Between 750 and 790 eV the measured area is 1567.6 counts and the area of $k*J$ is 355.2 counts, so

$$
A=\frac{1567.6-355.2}{1.2124\ \mathrm{nm}}=1000.0\ \text{counts per nm}.
$$

This area is proportional to the density of emitting atoms, to the photon flux and to the cross-section for emission towards the analyser. A ratio of densities for two elements follows once the other factors are known, and a small relative error in $\lambda$ passes into $A$ with the same size and opposite sign.

A straight line drawn between the data at 750 and 790 eV gives 935 counts per nm instead, which is 6.5% too low. The reason can be read from the numbers. The signal is negligible at 790 eV and 21.68 counts/eV at 750 eV, so the triangle under the line has area $40\times21.68/2=434$ counts, where the true background has 355. The size and sign of this error depend on the chosen end points.

As a separate test, four million electrons were started at random depths and followed through random collisions. Applied to their energy histogram, (1) returned 998.7 counts per nm, within the statistical scatter of the 1000 put in. Doubling the energy step of the subtraction from 0.1 to 0.2 eV, with the same $J$, moved the recovered area by less than 0.001%.

The conditions on depth and trajectory can be relaxed together. Let a path $R$ contribute with a weight $f(R)$, so that $J=\cos\theta\int_0^\infty f\phi\,dR$; the uniform half-space has $f=1$. By (3), $\phi-k*\phi=-\lambda\,\partial\phi/\partial R$. For a bounded $f$, integration by parts shows that the subtraction returns

$$
\frac{J-k*J}{\lambda\cos\theta}=-\int_0^\infty f\,\frac{\partial\phi}{\partial R}\,dR
=f(0)\,F+\int_0^\infty f'(R)\,\phi(E,R)\,dR . \tag{12}
$$

A jump in $f$ counts as a delta function in $f'$. If $f(0)=1$, the last term is the whole error caused by a non-uniform path distribution. It is built from the spectra $\phi(E,R)$, each of which holds a no-loss part reduced by $e^{-R/\lambda}$ and a part that has lost energy.

If the emitters lie beneath a layer of path $t$ with the same $\lambda$ and $k$, then $f(0)=0$ and $f$ jumps to 1 at $t$. The result is $\phi(t)$, the spectrum after passage through the layer. For a cover 0.97 nm thick, $t=0.8\lambda$. The area between 750 and 790 eV is then 55% of the true one, and 25% of the measured signal at 720 eV remains unsubtracted. If the emitters instead form a film of path $t$, $f$ drops from 1 to 0 there, and the result is $F-\phi(t)$. For a film of 2.4 nm, $t=2\lambda$; the area is 79% of the true one, and the result at 720 eV is negative by 61% of the measured signal. In these two examples the residue below the lines is positive where shallow emitters are missing and negative where deep ones are. The sign alone does not identify the cause, since elastic scattering, treated next, also leaves a negative residue.

Elastic scattering also has the form (12). Take isotropic emission and isotropic scattering, and follow each trajectory backwards from the analyser into the solid. Since emitters are everywhere, each element of the reversed path inside the solid contributes equally. Thus $f(R)$ is the probability that the reversed walk has not yet left through the surface after path $R$. It starts at 1 and cannot rise, so $f'\le0$ and the simple formula subtracts too much. In terms of loss orders, the weight of order $n$ changes from 1 to

$$
W_n=\frac1\lambda\int_0^\infty f(R)P_n(R)\,dR .
$$

With a rough transport mean free path of 3 nm, simulated walks give $W_0=0.932$, $W_1=0.874$ and $W_2=0.824$, each with a statistical error of about 0.001; the exact value for this model, from Chandrasekhar's $H$ function, is $W_0=0.933$. The choice of transport path matters more: between 2.5 and 4 nm, $W_0$ runs from 0.92 to 0.95. Equation (1) then yields 91.6% of the true area, and its result at 720 eV is negative by about 6% of the measured signal.

Much of this can be repaired by multiplying the kernel by a constant $c$. The coefficient of $k^{*n}*F$ in the result becomes $W_n-cW_{n-1}$, which vanishes for $n=1$ if $c=W_1/W_0=0.938$. For $n=2$ it is then only about 0.004. The residue at 720 eV falls to 0.3% of the signal, and the area becomes about 93% of the true one. That is the factor $W_0$, by which the no-loss signal itself is reduced and by which the area must still be divided.

Two further effects were also estimated. If $\lambda$ varies as $E^{0.75}$, it falls from 1.40 nm at 780 eV to 1.32 nm at 720 eV. Using (1) with $\lambda=1.40$ nm in place of (8) then subtracts 3.9% too much at 720 eV, because the convolution draws on higher energies, where $\lambda$ and hence $J$ are larger. It also loses 1.0% of the area. About half of that comes from the same over-subtraction; the other half arises because $\lambda$ at the lines, whose mean energy is about 775 eV, is 0.5% below 1.40 nm. Excitations at the surface are treated here as acting on electrons from all depths alike, although an electron emitted within the thin surface region misses part of them. In this approximation they convolve $J$ with one more loss distribution, and this distribution stays in the recovered $F$. With a rough mean number of 0.10 such losses at normal exit, taken to grow as $1/\cos\theta$, the number at $30^\circ$ is 0.115, and $1-e^{-0.115}=11\%$ of the electrons are moved out of the no-loss line.

Set beside a real iron sample, the line positions, $\lambda$ and the transport mean free path are rough typical values, while the count rate is arbitrary. Real Fe 2p lines have a different, more extended asymmetry, and iron's own loss function has structure that (9) smooths out; that difference was not sized here. Of the departures computed above, non-uniform depth does the most damage. A sample carried through air usually bears a contamination layer and an oxide, of the order of a nanometre or more. An iron-free contamination layer resembles the cover that reduced the area to 55%, though its $\lambda$ and $k$ differ from those of the metal. An iron oxide is not such a cover, since it holds roughly half the iron density of the metal and emits Fe 2p in the same window; in (12) $f(0)$ is then near one half, and for the same thickness, $\lambda$ and $k$ the area is roughly 75 to 80% of that of the clean metal. Equation (1) therefore suits a clean sample that is uniform over several $\lambda\cos\theta$. A vanishing residue over some tens of eV below the lines supports that assumption but does not prove it, since errors in the kernel and in the depth distribution can compensate. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
inelastic mean free path = 1.40 nm, emission angle = 30 deg
lam*cos(theta) = 1.2124 nm
loss parameter C = 1643 eV^2, area of k = 1.000000
most probable loss = 23.40 eV, mean loss = 63.67 eV
lines at 780 and 767 eV, shares 0.6667 and 0.3333
Gaussian sigma = 0.50 eV, exponential tail = 1.00 eV
source = 1000 counts per nm, energy step = 0.10 eV
E (eV) | J (counts/eV) | convolution k*J (counts/eV) | F recovered (counts/eV/nm) | F input
780 | 282.642 | 0.048 | 233.080 | 233.079
779 | 314.844 | 0.409 | 259.342 | 259.342
773 | 6.513 | 5.678 | 0.689 | 0.689
767 | 151.590 | 10.291 | 116.541 | 116.541
766 | 168.304 | 11.085 | 129.672 | 129.672
750 | 21.681 | 21.681 | -0.000 | 0.000
720 | 22.852 | 22.851 | 0.000 | 0.000
680 | 21.771 | 21.771 | 0.000 | 0.000
largest error of recovered F = 1.5e-06 of its maximum
area of J, 750-790 eV = 1567.6 counts
area of k*J, 750-790 eV = 355.2 counts
difference = 1212.4 counts
recovered source = 1000.00 counts per nm
straight-line background gives 935.3 counts per nm
area shift when step is doubled = 0.00039 %
loss order n: share of J at 720 eV (%): 1: 45.06, 2: 42.44, 3: 11.10, 4: 1.31
weighted norm q at p = 0.05 per eV: 0.1991
far-background limit = 19.04 counts/eV
far background at 3000 eV loss over limit = 1.0067 (mathematical check)
Monte Carlo: 4000000 electrons, chi2 per bin = 1.080 over 122 bins
Monte Carlo recovered source = 998.7 counts per nm
Neglected effects, analysed with the simple formula:
free path exponent = 0.75, lam at 720 eV = 1.318 nm
energy-dependent free path: area 750-790 eV = 99.03 % of true, left at 720 eV = -3.94 % of J
cover layer thickness = 0.970 nm, same lam and k
cover layer: area 750-790 eV = 54.97 % of true, left at 720 eV = 25.47 % of J
film thickness = 2.425 nm
finite film: area 750-790 eV = 78.54 % of true, left at 720 eV = -61.24 % of J
elastic transport mean free path = 3.0 nm
elastic weights W0, W1, W2, W3 = 0.9324, 0.8744, 0.8243, 0.7807
W0 from H function = 0.9331
elastic scattering: area 750-790 eV = 91.56 % of true, left at 720 eV = -6.27 % of J
kernel scale W1/W0 = 0.9378
elastic, scaled kernel: area 750-790 eV = 93.25 % of true, left at 720 eV = 0.33 % of J
surface losses per exit = 0.1155, moved out of the no-loss line = 10.91 %
```
